Is the axial anomaly purely an ultraviolet artefact?

**Q.** I regard the axial anomaly as purely an ultraviolet artefact. The triangle with one axial and two vector vertices diverges linearly, a shift of its loop momentum changes it by a finite amount, and the anomaly is what the regulator leaves behind. Low energies have no part in it.

**A.** The linear divergence and the finite change under a shift are real. To test your claim that low energies play no part, let us find which part of the triangle is ambiguous. Take one Dirac fermion of charge e and mass m at one loop, with ħ = c = 1, e² = 4πα, metric (+,−,−,−), γ5 = iγ⁰γ¹γ²γ³ and ε^{0123} = +1. Write ε(a,b,c,d) for the ε symbol contracted with four vectors; an index in a slot marks a free index. Then Tr(a̸b̸c̸d̸γ5) = −4i ε(a,b,c,d).

Let M^{μαβ} be the amplitude for the axial current j5^μ to create photons k1 (index α) and k2 (index β), with q = k1 + k2. After identities between ε tensors are used, it reads

M^{μαβ} = a1 ε(k1,μ,α,β) + a2 ε(k2,μ,α,β) + ε(k1,k2,μ,α)(a3 k1^β + a4 k2^β) + ε(k1,k2,μ,β)(a5 k1^α + a6 k2^α).

The coefficients a1 and a2 are dimensionless, and a momentum shift can change them by constants. The others multiply three external momenta, so their integrals converge. Conservation of the vector current, k2_β M^{μαβ} = 0, gives

a1 + (k1·k2) a3 + k2² a4 = 0,

because ε(k1,μ,α,k2) = ε(k1,k2,μ,α). For a real photon k2, therefore, a1 = −(k1·k2) a3: the ambiguous coefficient is fixed by a finite one.

**Q.** So the ultraviolet input is vector conservation. What do you do with a3?

**A.** I calculate it from its absorptive part. Choose real polarizations with e_i·k_j = 0, and set M^μ = M^{μαβ}e1_α e2_β and 𝓔 = ε(k1,e1,k2,e2). Contraction with k2 leaves only a1:

k2·M = a1 ε(k1,k2,e1,e2) = −a1𝓔 = (k1·k2) a3 𝓔.

Define F by i a3 = (e²/2π²) F. If both photons are real, M^μ is 𝓔 times a combination of k1^μ and k2^μ, since ε(k_i,μ,e1,e2) lies in their plane. Bose symmetry makes the two coefficients equal, as 𝓔 is unchanged when the photons are exchanged. Thus

i M^μ = q^μ F(q²) (e²/2π²) 𝓔.

The factor 𝓔 is the two-photon matrix element of **E·B**. Indeed ½ε^{μνρσ}F_{μν}F_{ρσ} = −4**E·B**. An outgoing photon supplies F_{μν} → i(k_μe_ν − k_νe_μ), so the left side becomes ½·2·i²·4𝓔 = −4𝓔. Since the divergence of the current brings down iq_μ,

⟨γγ|∂·j5|0⟩ = q²F(q²) (e²/2π²) 𝓔.

**Q.** Now the absorptive part. Where does the regulator enter?

**A.** It does not. For s = q² > 4m² the current makes a real pair, fermion p and antifermion p′, which annihilates into the photons. With β = √(1−4m²/s), two-body phase space is β/(8π) times an angular average ⟨…⟩. Unitarity gives half the product of the two tree amplitudes, summed over spins:

Abs M^μ = −(e²β/16π) ⟨Tr[(p̸′−m) Γ (p̸+m) γ^μγ5]⟩,

Γ = e̸2(p̸−k̸1+m)e̸1/[(p−k1)²−m²] + (1↔2).

Contract with q = p + p′. From ūp̸ = mū and p̸′v = −mv,

ū q̸γ5 v = mūγ5v − ūγ5p̸′v = 2m ūγ5v.

In the first diagram the numerator trace, with γ5 in place of q̸γ5, needs one power of m and four γ matrices. It is −4im times

ε(p′,e2,e1,p) + ε(p′,e2,p−k1,e1) − ε(e2,p−k1,e1,p).

Insert p′ = q − p. The three terms become

ε(q,e2,e1,p),
ε(q,e2,p,e1) − ε(q,e2,k1,e1) + ε(p,e2,k1,e1),
−ε(p,e2,k1,e1).

All terms containing p cancel, leaving −ε(k2,e2,k1,e1) = −𝓔. The numerator is 4im𝓔. For real photons the denominators are −2p·k1 and −2p·k2, so with the factor 2m the full trace is

−4im²𝓔 [1/(p·k1) + 1/(p·k2)].

Here p·k1 = (s/4)(1−βc), with c the cosine of the angle between the fermion and photon 1. The average of 1/(1−βc) is L/(2β), with L = ln[(1+β)/(1−β)]. The bracket averages to 4L/(sβ), the trace to −16im²𝓔L/(sβ), and

i q·Abs M = −e²m²𝓔L/(πs).

This equals s Im F (e²/2π²)𝓔, hence

Im F = −2πm²L/s².

**Q.** It is proportional to m². For a massless fermion there is nothing left, which supports me: the anomaly survives at m = 0, so it cannot come from this cut.

**A.** First integrate, then let m go to zero. Only terms without loop momentum in the numerator contribute to a3. Its Feynman-parameter form is therefore a polynomial in x and y divided by m² − xyq², integrated over x, y ≥ 0, x + y ≤ 1. This vanishes at large |q²| and, since xy ≤ 1/4, is singular only on the cut q² ≥ 4m². So F obeys a dispersion relation without subtraction:

F(q²) = −∫ρ(s) ds/(s−q²), ρ(s) = 2m²L/s², s > 4m².

Now find the area of ρ. Put s = 4m²/(1−β²), so ds = 8m²β dβ/(1−β²)². The masses cancel and ρ ds = βL dβ. Since dL/dβ = 2/(1−β²),

d/dβ [β − ½(1−β²)L] = 1 + βL − 1 = βL.

The area below s is therefore

N(s) = β − (2m²/s)L.

It is 0 at threshold and tends to 1 as s → ∞.

**Q.** The area is 1 whatever the mass?

**A.** Yes, for every m > 0. And N depends only on s/m²: half of the area lies below 14.4 m², 90 percent below 115 m² and 99 percent below 1686 m². When m falls, the whole distribution slides towards s = 0 with its area unchanged. As ρ is nonnegative,

ρ(s) → δ(s), F(q²) → 1/q² as m → 0, at fixed q² ≠ 0.

At any fixed s > 0 the density does vanish, as you said. One factor m comes from the axial vertex and one from the annihilation trace; both express the helicity flip that a massless fermion cannot make. But the region s ~ m² has width of order m² and height of order 1/m². Setting m = 0 before integrating discards it.

**Q.** That is a pole in a form factor. I still do not see the anomaly in the divergence.

**A.** Multiply by q² and write −q² = (s−q²) − s:

q²F = ∫ρ ds − ∫sρ ds/(s−q²) = 1 − G(q²).

The second term is the ordinary mass term. On the cut we found ⟨ff̄|∂·j5|0⟩ = 2m iūγ5v, so the operator 2mψ̄iγ5ψ has the absorptive part Im(q²F) = −πsρ. Its triangle converges and falls off at large |q²|, so it needs no subtraction and equals −G. The remaining 1 is the area:

∂·j5 = 2mψ̄iγ5ψ + (e²/2π²) **E·B**.

The coefficient is 2α/π = 4.646×10⁻³. The naive equation of motion holds on the cut; the anomaly appears because q²F tends to 1 at large |q²| while G tends to zero.

G can also be calculated as a loop. The cancellation of p in the numerator used only p + p′ = q, so the pseudoscalar triangle is a constant times a scalar triangle:

G = 2m² ∫∫ dx dy/(m²−xyq²).

The prefactor follows from the cut. There Im G = 2πm²∫∫δ(m²−xys) dx dy = (2πm²/s)∫dx/x. The condition y = m²/(xs) ≤ 1−x limits x to (1±β)/2, so Im G = 2πm²L/s = πsρ, as required.

**Q.** How small must the mass be before F looks like a pole?

**A.** Take q² = −P² and r = P²/m². The y integral gives G = (2/r)J with

J = ∫₀¹ (dx/x) ln[1 + x(1−x)r].

Symmetry under x → 1−x replaces 1/x by 1/[2x(1−x)], so dJ/dr = ½∫₀¹dx/[1+x(1−x)r]. With x = (1+u)/2 and b² = 1+4/r, the denominator is (r/4)(b²−u²), and

dJ/dr = Λ/(rb), Λ = ln[(b+1)/(b−1)].

Since db/dr = −2/(r²b), also dΛ/dr = −2(db/dr)/(b²−1) = 1/(rb). Thus dJ/dr = Λ dΛ/dr. Both J and Λ vanish at r = 0, so J = Λ²/2 and

q²F = 1 − (m²/P²)Λ².

For a light fermion b − 1 ≈ 2m²/P², so G ≈ (m²/P²)ln²(P²/m²). For a heavy one, expand the parameter integral; since ∫∫xy dx dy = 1/24, q²F ≈ P²/(12m²).

With P² = 1 GeV² as a round model choice:

m = 1 GeV: threshold 4 GeV², q²F = 0.074
m = 0.1 GeV: threshold 0.04 GeV², q²F = 0.786
m = 0.01 GeV: threshold 4×10⁻⁴ GeV², q²F = 0.9915
m = 0.001 GeV: threshold 4×10⁻⁶ GeV², q²F = 0.99981

In the last row the light-mass formula gives G ≈ 10⁻⁶ × ln²(10⁶) = 1.909×10⁻⁴, in agreement with 1 − 0.99981. The density at s = 1 GeV² is then only 2.8×10⁻⁵ GeV⁻², while 99.997 percent of the area lies below that point.

As a check on the density itself, take m = 0.1 GeV and s = 0.1 GeV². Then β = √(1−0.4) = 0.7746, L = 2.0634 and ρ = 2 × 0.01 × 2.0634/0.01 = 4.127 GeV⁻². Phase-space integration with explicit Dirac matrices gives the same value; the numerical check also obtains the unit area from such traces.

**Q.** Then I should turn my belief round: the anomaly is an infrared pole, and the ultraviolet story is the artefact.

**A.** That goes too far. Look at the row with m = 1 GeV. No pole is in sight and the density is zero below 4 GeV², yet the area is 1 and the operator equation has the same anomalous term. The invariant is the area; a pole is the form it takes for real photons as m → 0.

The ultraviolet account gives the same number. Add a Pauli-Villars fermion of mass M whose loop is subtracted. The regulated triangle permits the naive manipulations, so its divergence is the light mass term minus the heavy one. In units of (e²/2π²)𝓔 this is

−G_m + G_M.

As M → ∞ at fixed q², G_M → 1. For M = 100 GeV and P² = 1 GeV², the loop gives 1 − G_M = 8.33×10⁻⁶, which is P²/(12M²). The regulator's mass term supplies the constant that the dispersion integral found as an area.

The regulated density ρ_m − ρ_M has total area zero, with the negative part beyond 4M². At P² far above M² the form factor must then lose its 1/q² tail: for m = 0.1 GeV and P² = 10¹² GeV², the regulated q²F is 3.4×10⁻⁶. Removing the regulator sends the negative area to infinity and leaves the positive area where the light fermion puts it.

**Q.** You keep saying "for real photons". Does a virtual photon destroy the pole even when m = 0?

**A.** In F, yes. Let k1² = −Q² < 0 and k2² = 0, so k1·k2 = (s+Q²)/2. Now M^μ need not point along q^μ, so q²F is no longer the divergence, which keeps its constant anomalous term. But k2·M still isolates F. At m = 0 the first diagram contains

Tr[p̸′e̸2(p̸−k̸1)e̸1p̸k̸2γ5]/(p−k1)².

Use p − k1 = k2 − p′, whose square is −2k2·p′, and p̸′e̸2p̸′ = 2(p′·e2)p̸′. The numerator splits into two parts.

The first is Tr[p̸′e̸2k̸2e̸1p̸k̸2γ5]. Moving k̸2γ5 to the front is a cyclic move. Two identities then do the rest, the first of them returning γ5 to the end: k̸2γ5 = − γ5k̸2, and k̸2p̸′e̸2k̸2 = −2(k2·p′)k̸2e̸2. The part becomes 2(k2·p′)Tr[k̸2e̸2e̸1p̸γ5]. Divided by −2k2·p′ it is 4iε(k2,e2,e1,p). The average of p is q/2, which gives 2iε(k2,e2,e1,k1) = −2i𝓔.

The second is −2(p′·e2)Tr[p̸′e̸1p̸k̸2γ5]. Divided by −2k2·p′, with p = q − p′, it is

−4i (p′·e2) ε(p′,e1,k1,k2)/(k2·p′).

Take e1 and e2 as orthogonal unit vectors. Then only the component −(p′·e2)e2 of p′ survives in ε, and ε(e2,e1,k1,k2) = 𝓔, so this is 4i𝓔(p′·e2)²/(k2·p′). In the rest frame of q, photon 2 has energy k = (s+Q²)/(2√s) and |**p**| = √s/2. With c′ the cosine between **p**′ and **k**1, k2·p′ = k|**p**|(1+c′). The azimuthal average of (p′·e2)² is |**p**|²(1−c′²)/2, so the ratio averages to |**p**|/(2k) = s/[2(s+Q²)]. The second part is 2i𝓔s/(s+Q²).

The sum is −2i𝓔Q²/(s+Q²). Charge conjugation reverses the trace of the crossed diagram and turns it into the first with p ↔ p′, so it contributes equally. Therefore

i k2·Abs M = −e²𝓔Q²/[4π(s+Q²)] = ½(s+Q²) Im F (e²/2π²)𝓔,

ρ(s) = −Im F/π = Q²/(s+Q²)².

Its area is again 1, but it is spread over a width Q². Here setting m = 0 first discards nothing. For s ~ m² ≪ Q² the fermion energy E ~ m is far below k, so the numerator trace is at most of order E²k² and the denominator is of order kE. Their ratio is of order kE, the size of |𝓔| = k√s. Division by k1·k2 ≈ Q²/2 gives a density of height of order 1/Q², so that region holds an area of order m²/Q², which vanishes with m. The Feynman denominator is now m² − xyq² + x(1−x−y)Q², so F still vanishes at large |q²| and is singular only on the cut, and the unsubtracted dispersion relation holds. Consequently

q²F = P² ∫₀^∞ Q² ds/[(s+Q²)²(s+P²)]

tends to zero as P² → 0. For Q² = 1 GeV² it is 0.963 at P² = 100 GeV², 0.500 at 1 GeV², 0.037 at 0.01 GeV² and 8.2×10⁻⁴ at 10⁻⁴ GeV². F still grows at small P², but logarithmically: the density is nearly 1/Q² for s ≪ Q², and ∫ds/(s+P²) over that range gives ln(Q²/P²). As Q² → 0 the density narrows to δ(s) and the pole returns.

**Q.** Then what was wrong in my belief was the word "purely". Vector conservation and the convergence of F are ultraviolet conditions. Once they hold, the number can be read from pairs of finite energy, and for real photons the range of s that holds any given share of the area shrinks in proportion to m².

**A.** Yes. And for real photons the limit must be taken in this order: the area first, the mass to zero afterwards.

Table of computed values

```
fine-structure constant alpha = 0.00729735
anomaly coefficient e^2/(2 pi^2) = 2 alpha/pi = 4.645639e-03
sample cut: m = 0.1 GeV, s = 0.1 GeV^2
  beta = 0.774597, L = 2.063437
  density from Dirac traces = 4.126874 GeV^-2
  density from formula      = 4.126874 GeV^-2
area of density from Dirac traces = 1.000001
massless cut at s = 10 GeV^2, real photons: below 1e-9 is True
s containing 50 percent of the area = 14.3560 m^2
s containing 90 percent of the area = 114.6642 m^2
s containing 99 percent of the area = 1685.8912 m^2
spacelike point P2 = -q2 = 1.0 GeV^2
m = 1.0 GeV: threshold 4m^2 = 4.000e+00 GeV^2
  area = 1.00000000, area below 1 GeV^2 = 0.00000000
  density at 1 GeV^2 = 0.000000e+00 GeV^-2
  q2*F = 0.07374072, mass term G = 0.92625928
m = 0.1 GeV: threshold 4m^2 = 4.000e-02 GeV^2
  area = 1.00000000, area below 1 GeV^2 = 0.88809863
  density at 1 GeV^2 = 9.169727e-02 GeV^-2
  q2*F = 0.78610516, mass term G = 0.21389484
m = 0.01 GeV: threshold 4m^2 = 4.000e-04 GeV^2
  area = 1.00000000, area below 1 GeV^2 = 0.99795795
  density at 1 GeV^2 = 1.842028e-03 GeV^-2
  q2*F = 0.99151659, mass term G = 0.00848341
m = 0.001 GeV: threshold 4m^2 = 4.000e-06 GeV^2
  area = 1.00000000, area below 1 GeV^2 = 0.99997037
  density at 1 GeV^2 = 2.763102e-05 GeV^-2
  q2*F = 0.99980913, mass term G = 0.00019087
light-mass estimate of G at m = 0.001 GeV = 1.908683e-04
regulator M = 100.0 GeV: loop mass term G = 0.999991667
  1 - G = 8.3332e-06, P2/(12 M^2) = 8.3333e-06
  regulated q2*F (m = 0.1 GeV) at P2 = 1e+12 GeV^2: 3.393e-06
one virtual photon, Q2 = 1.0 GeV^2, m = 0: area = 1.00000000
  P2 = 1e+02 GeV^2: q2*F = 9.631143e-01
  P2 = 1e+00 GeV^2: q2*F = 5.000000e-01
  P2 = 1e-02 GeV^2: q2*F = 3.688573e-02
  P2 = 1e-04 GeV^2: q2*F = 8.212083e-04
Q2 = 1e-6 GeV^2, m = 0, P2 = 1 GeV^2: q2*F = 0.99998718
```
